# An impurity unbound in bulk can bind in a thin layer: a numerical check

```python
"""
Result under test: a spherical well (depth V0, radius a) too weak to bind
an electron in bulk binds one in a layer of width L, below the subband edge:
    Eb ~ (pi hbar^2/(m L^2)) exp(-L/(2 ell)),  ell = tan(delta(k))/k, k = pi/L.
delta: bulk s-wave phase shift; m: effective mass; Eb: binding energy.
With one subband only, the layer-averaged potential U(rho), W = integral |U|,
    Eb ~ (2 hbar^2/m) exp(-2 gamma - 2 pi hbar^2/(m W) - 2 <ln|rho-rho'|>).
Independent side: diagonalization, Bessel matching and explicit mode sums.
Internal units: eV and nm.
"""
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import j0, j1, k0, k1, spherical_jn

H2 = sc.hbar**2 / sc.m_e / sc.e * 1e18       # hbar^2/m0 in eV nm^2
mass, width, radius = 0.40, 5.0, 1.0
depths = [0.15, 0.10, 0.05]
hm = H2 / mass
k_edge = np.pi / width
edge = hm * k_edge**2 / 2


def threshold(m_rel):
    return np.pi**2 * H2 / (8 * m_rel * radius**2)


def bulk_lowest(V0, m_rel):
    """Lowest s level in a large sphere, by finite differences."""
    step = radius / 50.5
    n = int(150 * radius / step)
    r = step * np.arange(1, n + 1)
    t = H2 / (2 * m_rel * step**2)
    diagonal = 2 * t - V0 * (r < radius)
    return eigh_tridiagonal(diagonal, -t * np.ones(n - 1), select='i',
                            select_range=(0, 0), eigvals_only=True)[0]


# Bulk threshold bracketed by direct diagonalization
Vc = threshold(mass)
assert bulk_lowest(1.05 * Vc, mass) < 0 < bulk_lowest(0.95 * Vc, mass)
heavy = 0.58
Vc_heavy = threshold(heavy)
for V in depths:
    assert V < Vc_heavy < Vc
    assert bulk_lowest(V, mass) > 0 and bulk_lowest(V, heavy) > 0

# Variational solver: z modes times two-dimensional Gaussians
x_gl, w_gl = np.polynomial.legendre.leggauss(60)
z_nodes, z_weights = radius * x_gl, radius * w_gl
alpha = np.geomspace(20.0, 1e-8, 26)
p_sum = alpha[:, None] + alpha[None, :]
p_prod = alpha[:, None] * alpha[None, :]
overlap = 2 * np.sqrt(p_prod) / p_sum


def cos_modes(z, box, count):
    q = (2 * np.arange(count) + 1) * np.pi / box
    return q, np.sqrt(2 / box) * np.cos(np.outer(q, z))


def layer_binding(V0, modes, energies, m_plane):
    """Binding below the first z level; modes sampled at z_nodes."""
    n = len(energies)
    kinetic = H2 / (2 * m_plane) * overlap * 4 * p_prod / p_sum
    chord2 = radius**2 - z_nodes**2
    inside = -np.expm1(-p_sum[None] * chord2[:, None, None]) * overlap
    pairs = modes[:, None, :] * modes[None, :, :] * z_weights
    pot = -V0 * np.tensordot(pairs, inside, axes=(2, 0))
    size = n * len(alpha)
    ham = pot.transpose(0, 2, 1, 3).reshape(size, size)
    ham = ham + np.kron(np.eye(n), kinetic)
    ham = ham + np.kron(np.diag(energies - energies[0]), overlap)
    ham = (ham + ham.T) / 2
    metric = np.kron(np.eye(n), overlap)
    return -eigh(ham, metric, eigvals_only=True, subset_by_index=[0, 0])[0]


def hard_wall(V0, count, m_plane=mass, m_z=mass):
    q, modes = cos_modes(z_nodes, width, count)
    return layer_binding(V0, modes, H2 * q**2 / (2 * m_z), m_plane)


# One-subband weak-binding law for any axially symmetric profile
x_big, w_big = np.polynomial.legendre.leggauss(500)
rho = radius * (x_big + 1) / 2
ring = np.pi * radius * w_big * rho           # 2 pi rho d(rho)


def strength_and_log(profile):
    weight = ring * profile
    W = weight.sum()
    # angular average of ln|rho-rho'| is ln of the larger radius
    logs = np.log(np.maximum(rho[:, None], rho[None, :]))
    return W, weight @ logs @ weight / W**2


def planar_law(W, mean_log):
    return 2 * hm * np.exp(-2 * np.euler_gamma - 2 * np.pi * hm / W
                           - 2 * mean_log)


def sphere_profile(V0):
    h = np.sqrt(radius**2 - rho**2)
    return V0 * (2 * h / width + np.sin(2 * np.pi * h / width) / np.pi)


# Uniform disc: law against exact Bessel matching.
# v = 2 m V0 a^2/hbar^2. The law omits relative terms of order v and
# kappa^2 a^2 ln(kappa a): about 4 percent at v = 0.8, below 1 percent
# at v = 0.4. Tolerances follow this, and the error must fall with v.
disc_log = strength_and_log(np.ones_like(rho))[1]
assert abs(disc_log - (np.log(radius) - 0.25)) < 1e-4
disc_errors = []
for v, tolerance in ((0.8, 0.07), (0.4, 0.015), (0.2, 0.01)):
    def mismatch(log_kappa):
        kap = np.exp(log_kappa)
        q = np.sqrt(v - kap**2)
        return q * j1(q) / j0(q) - kap * k1(kap) / k0(kap)
    kap = np.exp(brentq(mismatch, -20, 0.5 * np.log(0.7 * v)))
    exact_disc = hm * kap**2 / (2 * radius**2)
    disc_U = v * hm / (2 * radius**2) * np.ones_like(rho)
    error = abs(planar_law(*strength_and_log(disc_U)) / exact_disc - 1)
    assert error < tolerance
    disc_errors.append(error)
assert disc_errors[0] > disc_errors[1] > disc_errors[2]

# Logarithmic trial function: energy changes sign where predicted
W_main, log_main = strength_and_log(sphere_profile(depths[0]))
log_R_min = np.pi * hm / W_main
for factor, sign in ((0.95, 1), (1.05, -1)):
    log_R = factor * log_R_min
    t = np.linspace(-0.5, log_R + 0.5, 40001)
    f = np.clip(1 - t / log_R, 0, 1)
    slope2 = np.gradient(f, t)**2
    integral = np.sum((slope2[1:] + slope2[:-1]) * np.diff(t)) / 2
    f_inside = np.clip(1 - np.log(rho / radius) / log_R, 0, 1)
    attraction = np.sum(ring * sphere_profile(depths[0]) * f_inside**2)
    assert sign * (np.pi * hm * integral - attraction) > 0

# Image-sum closed form against the explicit sum over subbands
k_test, r_test = 0.97 * k_edge, 0.01 * width
q_all = (2 * np.arange(2500) + 1) * k_edge
green = 4 / width * np.sum(k0(np.sqrt(q_all**2 - k_test**2) * r_test))
regular = ((green - np.cos(k_test * r_test) / r_test)
           * k_test * r_test / np.sin(k_test * r_test))
closed = -2 / width * np.log(2 * np.cos(k_test * width / 2))
assert abs(regular - closed) < 1e-3


def scatter_length(V0, k):
    K = np.sqrt(k**2 + 2 * V0 / hm)
    delta = np.arctan(k * np.tan(K * radius) / K) - k * radius
    return np.tan(delta) / k


def image_binding(V0):
    def condition(log_kap2):
        kap2 = np.exp(log_kap2)
        k = np.sqrt(k_edge**2 - kap2)
        gap = kap2 / (k_edge + k)
        return (np.log(2 * np.sin(gap * width / 2))
                + width / (2 * scatter_length(V0, k)))
    return hm / 2 * np.exp(brentq(condition, -40, np.log(0.5 * k_edge**2)))


rows, planar_errors = [], []
# the one-subband law has the same truncation error as for the disc,
# so its tolerance shrinks with the depth
for V, planar_tolerance in zip(depths, (0.07, 0.03, 0.02)):
    ell = scatter_length(V, k_edge)
    simple = np.pi * hm / width**2 * np.exp(-width / (2 * ell))
    implicit = image_binding(V)
    full, single = hard_wall(V, 12), hard_wall(V, 1)
    planar = planar_law(*strength_and_log(sphere_profile(V)))
    assert full > single > 0
    # l >= 2 waves alter the exponent by about 0.1-0.2 percent; the
    # exponential magnifies this to a few percent at the weakest depth
    assert abs(implicit / full - 1) < 0.03
    # the simple form also freezes ell at the subband edge
    assert abs(simple / full - 1) < 0.08
    planar_errors.append(abs(planar / single - 1))
    assert planar_errors[-1] < planar_tolerance
    rows.append((V, ell, simple, implicit, full, planar, single,
                 np.sqrt(hm / (2 * full))))
assert planar_errors[0] > planar_errors[1] > planar_errors[2]
Eb = rows[0][4]
Eb_coarse = hard_wall(depths[0], 8)
assert abs(Eb_coarse / Eb - 1) < 0.01

# Effects outside the model, for rough 4H-SiC delta-layer parameters
m_x, m_y, m_z, eps_r, valleys = 0.58, 0.31, 0.33, 9.7, 3
sheet_cm2, mobility, lattice = 5e12, 300.0, 0.308
m_plane = np.sqrt(m_x * m_y)
Eb_aniso = hard_wall(depths[0], 12, m_plane, m_z)
sheet = sheet_cm2 * 1e-14                   # per nm^2
field = sheet_cm2 * 1e4 * sc.e / (2 * eps_r * sc.epsilon_0) * 1e-9

box, n_modes = 20.0, 36
z_half = box / 4 * (x_big + 1)
q_box, wide = cos_modes(z_half, box, n_modes)
ramp = 2 * (wide * (w_big * box / 4 * field * z_half)) @ wide.T
levels, coeff = eigh(np.diag(hm * q_box**2 / 2) + ramp)
near = coeff.T @ cos_modes(z_nodes, box, n_modes)[1]
center = coeff[:, 0] @ cos_modes(np.array([0.0]), box, n_modes)[1]
match_width = 2 / center[0]**2
Eb_ramp = layer_binding(depths[0], near, levels, mass)
assert Eb_aniso > 0 and Eb_ramp > 0

q_valley = 2 * np.pi / (np.sqrt(3) * lattice)
qa = q_valley * radius
valley_ratio = abs(3 * spherical_jn(1, qa) / qa)
assert depths[0] * (1 + 2 * valley_ratio) < Vc_heavy
fermi = np.pi * hm * sheet / valleys
kB = sc.k / sc.e
tau = mobility * 1e-4 * mass * sc.m_e / sc.e
broadening = sc.hbar / tau / sc.e
spacing = 1 / np.sqrt(sheet)
coulomb = sc.e / (4 * np.pi * sc.epsilon_0 * eps_r * spacing * 1e-9)

print(f"Model: m = {mass:.2f} m0, L = {width:.1f} nm, a = {radius:.1f} nm")
print(f"hbar^2/m = {hm:.4f} eV nm^2")
print(f"Bulk threshold Vc = {Vc:.4f} eV; V0/Vc = {depths[0]/Vc:.3f}")
print(f"Bulk threshold for mass {heavy:.2f} m0 = {Vc_heavy:.4f} eV")
print(f"First subband edge = {edge*1e3:.2f} meV")
print(f"W at V0 = {depths[0]:.2f} eV: {W_main:.4f} eV nm^2")
print(f"Mean log (lengths in nm) = {log_main:.4f}")
print(f"One-subband exponent 2 pi hbar^2/(m W) = {2*log_R_min:.3f}")
print(f"Trial radius needed = {radius*np.exp(log_R_min):.2f} nm")
for V, ell, simple, implicit, full, planar, single, orbit in rows:
    print(f"--- Depth V0 = {V:.2f} eV")
    print(f"ell = {ell:.4f} nm; L/(2 ell) = {width/(2*ell):.3f}")
    print(f"Eb, simple exponential = {simple*1e3:.4e} meV")
    print(f"Eb, full image condition = {implicit*1e3:.4e} meV")
    print(f"Eb, 12-subband diagonalization = {full*1e3:.4e} meV")
    print(f"Eb, one-subband law = {planar*1e3:.4e} meV")
    print(f"Eb, one-subband diagonalization = {single*1e3:.4e} meV")
    print(f"Decay length 1/kappa = {orbit:.2f} nm")
print("--- Size of neglected effects at V0 = 0.15 eV")
print(f"Eb with 8 subbands = {Eb_coarse*1e3:.4f} meV")
print(f"Rough masses: {m_x:.2f}, {m_y:.2f} in plane; {m_z:.2f} along z (m0)")
print(f"Eb with axial masses {m_plane:.3f}, {m_z:.2f} m0 = {Eb_aniso*1e3:.3f} meV")
print(f"Sheet density = {sheet_cm2:.1e} cm^-2; eps_r = {eps_r:.1f}")
print(f"Field beside donor plane = {field*10:.3f} MV/cm")
print(f"Hard-wall width of equal central density = {match_width:.2f} nm")
print(f"Eb in V-shaped well = {Eb_ramp*1e3:.3f} meV")
print(f"Intervalley/intravalley ratio = {valley_ratio:.4f}")
print(f"Fermi energy, {valleys} valleys = {fermi*1e3:.2f} meV")
print(f"kT at 300 K = {300*kB*1e3:.2f} meV; at 4 K = {4*kB*1e3:.3f} meV")
print(f"Eb/k = {Eb/kB:.1f} K")
print(f"Broadening at {mobility:.0f} cm2/Vs = {broadening*1e3:.2f} meV")
print(f"Mean donor spacing = {spacing:.2f} nm")
print(f"Coulomb energy at that spacing = {coulomb*1e3:.1f} meV")
print("finished without a failed check")
```

Output:

```
Model: m = 0.40 m0, L = 5.0 nm, a = 1.0 nm
hbar^2/m = 0.1905 eV nm^2
Bulk threshold Vc = 0.2350 eV; V0/Vc = 0.638
Bulk threshold for mass 0.58 m0 = 0.1621 eV
First subband edge = 37.60 meV
W at V0 = 0.15 eV: 0.2326 eV nm^2
Mean log (lengths in nm) = -0.3522
One-subband exponent 2 pi hbar^2/(m W) = 5.147
Trial radius needed = 13.11 nm
--- Depth V0 = 0.15 eV
ell = 1.0464 nm; L/(2 ell) = 2.389
Eb, simple exponential = 2.1955e+00 meV
Eb, full image condition = 2.2514e+00 meV
Eb, 12-subband diagonalization = 2.2494e+00 meV
Eb, one-subband law = 1.4135e+00 meV
Eb, one-subband diagonalization = 1.4737e+00 meV
Decay length 1/kappa = 6.51 nm
--- Depth V0 = 0.10 eV
ell = 0.5024 nm; L/(2 ell) = 4.976
Eb, simple exponential = 1.6519e-01 meV
Eb, full image condition = 1.6565e-01 meV
Eb, 12-subband diagonalization = 1.6597e-01 meV
Eb, one-subband law = 1.0783e-01 meV
Eb, one-subband diagonalization = 1.0964e-01 meV
Decay length 1/kappa = 23.96 nm
--- Depth V0 = 0.05 eV
ell = 0.1966 nm; L/(2 ell) = 12.717
Eb, simple exponential = 7.1791e-05 meV
Eb, full image condition = 7.1791e-05 meV
Eb, 12-subband diagonalization = 7.2718e-05 meV
Eb, one-subband law = 4.7868e-05 meV
Eb, one-subband diagonalization = 4.8196e-05 meV
Decay length 1/kappa = 1144.48 nm
--- Size of neglected effects at V0 = 0.15 eV
Eb with 8 subbands = 2.2490 meV
Rough masses: 0.58, 0.31 in plane; 0.33 along z (m0)
Eb with axial masses 0.424, 0.33 m0 = 2.681 meV
Sheet density = 5.0e+12 cm^-2; eps_r = 9.7
Field beside donor plane = 0.466 MV/cm
Hard-wall width of equal central density = 5.17 nm
Eb in V-shaped well = 1.940 meV
Intervalley/intravalley ratio = 0.0165
Fermi energy, 3 valleys = 9.97 meV
kT at 300 K = 25.85 meV; at 4 K = 0.345 meV
Eb/k = 26.1 K
Broadening at 300 cm2/Vs = 9.65 meV
Mean donor spacing = 4.47 nm
Coulomb energy at that spacing = 33.2 meV
finished without a failed check
```
